\section*{Internal Field of a Metal-Semiconductor Superlattice with Two Unequal Barriers}

\section{The field in a superlattice with two different contacts}

A Schottky barrier can be calculated in a periodic superlattice of metal and semiconductor layers without vacuum. The cell of such a superlattice has two interfaces. One must decide whether to make them equivalent, which takes a separate cell for each contact, or to let one cell hold both contacts. In the second case the semiconductor bands come out tilted, and one must know whether the tilt is a fault of the calculation, at which point to read each barrier, and how thick the semiconductor must be. The tilt is a real electrostatic field. The difference of the two barriers fixes the potential drop across the semiconductor, and the drop divided by the semiconductor thickness gives the field.

\subsection{Conventions and assumptions}

The semiconductor fills $0<z<d$, with interface A at $z=0$ and interface B at $z=d$. The same metal fills the rest of the period $L$. Let $V(z)$ be the electrostatic potential, averaged over planes parallel to the interfaces and over the lattice period along $z$. With $e>0$, the electrostatic energy of an electron and the field are
\begin{equation}
u(z)=-eV(z),\qquad F(z)=-\frac{dV}{dz}=\frac1e\frac{du}{dz}.
\label{eq:def}
\end{equation}
A positive $F$ points from A to B, and the electron energy then rises from A to B.

The system is in equilibrium, with one Fermi level $E_F$. The metal is thick enough to have a neutral, field-free interior, where $u=u_m$. The semiconductor is uniform and nonpolar, with relative permittivity $\varepsilon_s$, and its interior holds no mobile or dopant charge. Metal wave functions decay into the semiconductor as gap states. Their charge is allowed near the interfaces, and $d$ must be large compared with their decay length.

In the interior the conduction edge follows the electrostatic energy, $E_c(z)=u(z)+c$, where $c$ is a bulk constant of the semiconductor. Close to an interface the averaged potential has structure of its own and a local band edge has no clear meaning. The barriers $\phi_A$ and $\phi_B$ are therefore defined by extending the straight interior part of $E_c$ to $z=0$ and $z=d$ and subtracting $E_F$.

\subsection{The field from the two barriers}

Poisson's equation is $\frac{d}{dz}\left(\varepsilon\frac{dV}{dz}\right)=-\rho/\varepsilon_0$. Multiplication by $-e$ gives
\begin{equation}
\frac{d}{dz}\left(\varepsilon\frac{du}{dz}\right)=\frac{e\rho}{\varepsilon_0}.
\label{eq:poisson}
\end{equation}
In the semiconductor interior $\rho=0$ and $\varepsilon=\varepsilon_s$, so $du/dz$ is constant. By (\ref{eq:def}) this constant is $eF$, and the definition of $\phi_A$ fixes the height of the line:
\begin{equation}
E_c(z)=E_F+\phi_A+eFz .
\label{eq:line}
\end{equation}
The same line extended to $z=d$ must give $E_F+\phi_B$. Hence $\phi_B=\phi_A+eFd$, or
\begin{equation}
\boxed{F=\frac{\phi_B-\phi_A}{e\,d}}
\label{eq:main}
\end{equation}

Periodicity enters through the common reference for the two barriers. Let $\Delta_A$ and $\Delta_B$ be the heights of the extended line of $u$ above $u_m$ at the two planes. On a path around one period, $u$ steps up by $\Delta_A$, rises by $eFd$, and steps down by $\Delta_B$ to the next metal slab. Since $u(z+L)=u(z)$, that slab has the same $u_m$, and
\begin{equation}
\Delta_A+eFd-\Delta_B=0 .
\label{eq:loop}
\end{equation}
Each barrier is $\phi_i=\Delta_i+u_m+c-E_F$. The last three terms are equal for both contacts, so $\phi_B-\phi_A=\Delta_B-\Delta_A$, and (\ref{eq:loop}) is again (\ref{eq:main}). Unequal interface steps cannot close the loop by themselves; the semiconductor must supply the missing potential drop.

Two equal interfaces give $F=0$, and the barrier can be read from a flat band. With hole barriers $\phi^p_i=E_g-\phi_i$, where $E_g$ is the band gap, the difference changes sign: $F=(\phi^p_A-\phi^p_B)/(ed)$. A rigid correction of the conduction edge, such as a gap correction added afterwards, shifts $\phi_A$ and $\phi_B$ equally and leaves $F$ unchanged.

The field needs charge at its ends. Integrate (\ref{eq:poisson}) from the metal interior, where $du/dz=0$, to the semiconductor interior, where $du/dz=eF$. The result is $\varepsilon_s eF=e\sigma_A/\varepsilon_0$, so the net charge per area on side A, not counting the polarization charge of the dielectric, is
\begin{equation}
\sigma_A=\varepsilon_0\varepsilon_sF,
\label{eq:sigma}
\end{equation}
and side B carries $-\sigma_A$, because the cell is neutral. The superlattice is a capacitor whose two plates are in equilibrium with each other.

\subsection{Barriers taken from zero-field cells}

Equation (\ref{eq:main}) contains the barriers of the tilted cell itself. One may want to predict the field from barriers $\phi^0_A$ and $\phi^0_B$ found in two symmetric cells. These differ from $\phi_A$ and $\phi_B$, because the charge $\pm\sigma_A$ has a finite depth and changes the potential step at each interface.

Let $x$ be the distance from an interface into the semiconductor, negative in the metal. If the induced charge is linear in the field, the change of $u$ relative to the zero-field cell is $eF\,w_A(x)$ at A. At B it is $-eF\,w_B(x)$, because there $x$ runs against $z$. Each $w$ vanishes deep in the metal and has unit slope in the semiconductor interior,
\begin{equation}
w_i(x)=x+s_i ,
\label{eq:far}
\end{equation}
which defines the response length $s_i$. Extending these lines to $x=0$ gives
\begin{equation}
\phi_A=\phi_A^0+eFs_A,\qquad \phi_B=\phi_B^0-eFs_B .
\label{eq:shift}
\end{equation}
Insert both into $eFd=\phi_B-\phi_A$ and write $\Delta^0=\phi^0_B-\phi^0_A$ and $S=s_A+s_B$. Then $eFd=\Delta^0-eFS$, so
\begin{equation}
F=\frac{\Delta^0}{e\,(d+S)} .
\label{eq:corrected}
\end{equation}
This holds in linear response, for $d+S>0$ and well-separated interfaces. The quotient $\Delta^0/(ed)$ is its limit for $d\gg|S|$.

The sign of $s$ depends on where the induced charge sits. Take a local permittivity $\varepsilon_m$ for $x<0$ and $\varepsilon_s$ for $x>0$, and write Poisson's equation for $w$ as
\begin{equation}
\frac{d}{dx}\left(\varepsilon\frac{dw}{dx}\right)=\varepsilon_s\,g(x).
\label{eq:g}
\end{equation}
Here $g$ is the induced charge density divided by its total per area. Indeed $\varepsilon w'$ grows from $0$ to $\varepsilon_s$, so $\int g\,dx=1$. With $G(x)=\int_{-\infty}^{x}g\,dx'$, one integration gives $\varepsilon w'=\varepsilon_sG$. Integrate again to a point $X$ in the interior, where $G=1$ and $w=X+s$:
\begin{equation}
X+s=\frac{\varepsilon_s}{\varepsilon_m}\int_{-\infty}^{0}G\,dx+\int_0^XG\,dx .
\end{equation}
Subtract $X=\int_0^X dx$ from both sides:
\begin{equation}
s=\frac{\varepsilon_s}{\varepsilon_m}\int_{-\infty}^{0}G\,dx-\int_0^X(1-G)\,dx .
\label{eq:sG}
\end{equation}
Now integrate by parts, using $G'=g$. In the first integral the boundary term $xG$ vanishes at $x=0$ and deep in the metal, which leaves $-\int xg\,dx=\int|x|g\,dx$. In the second, $x(1-G)$ vanishes at $0$ and at $X$, which leaves $\int xg\,dx$. Therefore
\begin{equation}
s=\frac{\varepsilon_s}{\varepsilon_m}\int_{x<0}|x|\,g\,dx-\int_{x>0}x\,g\,dx .
\label{eq:s}
\end{equation}
Charge inside the metal adds to the effective thickness. Charge in gap states brings the capacitor plates closer together and reduces it.

A contact without gap states gives a closed result. Let the metal have $N_m$ states per energy and volume at $E_F$. Raising $u$ by $\delta u$ removes $N_m\delta u$ electrons per volume and leaves $\rho=eN_m\delta u$. Equation (\ref{eq:poisson}) then becomes
\begin{equation}
\frac{d^2w}{dx^2}=\frac{w}{\lambda_m^2},\qquad \lambda_m=\sqrt{\frac{\varepsilon_0\varepsilon_m}{e^2N_m}} .
\end{equation}
The solution that decays into the metal is $w=Ce^{x/\lambda_m}$. Continuity of $\varepsilon w'$ at $x=0$ requires $\varepsilon_mC/\lambda_m=\varepsilon_s$. In the semiconductor $w=C+x$, so
\begin{equation}
s=C=\lambda_m\frac{\varepsilon_s}{\varepsilon_m}>0 .
\label{eq:bare}
\end{equation}

The position of an interface plane is a convention. Move plane A by $a$ into the semiconductor. Then $d$ becomes $d-a$ and, by (\ref{eq:far}), $s_A$ becomes $s_A+a$, while the flat barrier $\phi^0_A$ stays the same. The sum $d+S$ and the field do not change. In (\ref{eq:main}) the barrier $\phi_A$ grows by $eFa$, which matches the smaller thickness. The planes used for reading the barriers must be those that define $d$.

\subsection{A cell in the range of silicide contacts}

Take a continuum model with $d=6$ nm, $\varepsilon_s=11.7$, $E_g=1.12$ eV and zero-field barriers of $0.65$ and $0.80$ eV. The metal has $\varepsilon_m=1$ and $N_m=20\ \mathrm{eV^{-1}nm^{-3}}$. The gap states number $3$ and $2\ \mathrm{eV^{-1}nm^{-2}}$ at A and B, and their density decays over $0.3$ nm. Fixed dipole layers at the interfaces are adjusted to give the two chosen barriers.

A separate single-interface problem and (\ref{eq:s}) give
\begin{align}
s_A&=0.0740-0.5095=-0.4355\ \mathrm{nm},\\
s_B&=0.1207-0.4234=-0.3027\ \mathrm{nm}.
\end{align}
The last digit is uncertain by one unit because of the grid step of $0.005$ nm. Gap-state charge dominates at both contacts. With $S=-0.738$ nm, (\ref{eq:corrected}) predicts
\begin{equation}
F=\frac{0.150\ \mathrm{V}}{(6-0.738)\ \mathrm{nm}}=0.0285\ \mathrm{V/nm}=0.285\ \mathrm{MV/cm}.
\end{equation}
The Poisson equation solved for the A--B cell also gives $0.285$ MV/cm. This is a test of (\ref{eq:corrected}), since the barriers and response lengths came from other cells. The barriers in the tilted cell are $0.638$ and $0.809$ eV, and (\ref{eq:main}) gives $0.171\ \mathrm{V}/6\ \mathrm{nm}=0.285$ MV/cm. By (\ref{eq:sigma}) the charge on side A is $0.295\ \mu\mathrm{C/cm^2}$.

The field shifts the barriers by only about $-12$ and $+9$ meV, but these shifts add in the difference, and $F$ is 14\% above $\Delta^0/(ed)=0.250$ MV/cm. Reading the band edge at the centre of the slab would be much worse: it lies half the drop, $0.086$ eV, from either in-cell barrier.

With the interfaces held fixed, the thickness dependence is:
\begin{center}
\begin{tabular}{ccc}
$d$ (nm) & $F$ (MV/cm) & $\Delta^0/(ed)$ (MV/cm)\\
6 & 0.285 & 0.250\\
12 & 0.133 & 0.125\\
24 & 0.0645 & 0.0625
\end{tabular}
\end{center}
By (\ref{eq:corrected}), $F$ exceeds $\Delta^0/(ed)$ by the fraction $-S/(d+S)$. For $S<0$ this is below $\eta$ when $d>|S|(1+1/\eta)$. For these contacts, $\eta=0.05$ requires about $15.5$ nm.

A thick cell can be avoided. Inverting (\ref{eq:corrected}) gives $1/(eF)=(d+S)/\Delta^0$, which is linear in $d$. Two thicknesses with the same interfaces eliminate $S$:
\begin{equation}
\Delta^0=\frac{d_2-d_1}{1/(eF_2)-1/(eF_1)} .
\label{eq:two}
\end{equation}
The fields at 6 and 12 nm, $0.0285$ and $0.01332$ V/nm, give $6/(75.1-35.1)=0.150$ eV. A line through all three thicknesses returns the same difference and $S=-0.738$ nm.

If the gap states are removed while the dipole layers are kept, both inputs change. The difference $\Delta^0$ rises to $0.5368$ eV, because gap states no longer screen the dipoles. This number depends on two further model inputs: the barrier without dipoles is $0.70$ eV, and the dipole sheets lie $0.0525$ and $0.1525$ nm inside the semiconductor. Sheets at $0$ and $0.1$ nm would give $0.68$ eV, and sheets at $0.2$ and $0.3$ nm would give $0.35$ eV. The case tests the formula only, since its field exceeds the bulk breakdown value of silicon. With $\lambda_m=0.0526$ nm, (\ref{eq:bare}) gives $s=0.615$ nm at each contact, so $d+S=7.230$ nm. The predicted field is $0.5368\ \mathrm{V}/7.230\ \mathrm{nm}=0.0742$ V/nm, or $0.742$ MV/cm, as found in the cell, and it now lies below $\Delta^0/(ed)$. Since $\lambda_m$ is shorter than an atomic spacing, this $s$ belongs to the continuum model and is no prediction for a real metal surface.

\subsection{When the uniform field is lost}

Integrating (\ref{eq:poisson}) between two interior points gives
\begin{equation}
F(z_2)-F(z_1)=\frac{1}{\varepsilon_0\varepsilon_s}\int_{z_1}^{z_2}\rho\,dz ,
\label{eq:bend}
\end{equation}
so interior charge bends the band. In the worked cell the field varies by 0.7\% over the middle third. In this model the tails of the gap states are the only charge there.

In a cell this thin, mobile carriers are negligible when $E_F$ stays many $k_BT$ from both band edges. Here the closest approach of the extended edges is that of the valence edge $E_v$ at B, where $E_F-E_v=1.12-0.809=0.311$ eV. Since this is much larger than $k_BT=0.0259$ eV at 300 K, Boltzmann statistics apply. With the effective density of states of the valence band, $N_v=2\times10^{19}\ \mathrm{cm^{-3}}$, the hole density there is
\begin{equation}
p=N_v\,e^{-(E_F-E_v)/k_BT}=2\times10^{19}\,e^{-0.311/0.0259}\ \mathrm{cm^{-3}}\approx1\times10^{14}\ \mathrm{cm^{-3}} .
\label{eq:holes}
\end{equation}
More than 1 nm from the interfaces, carriers change the field by at most about $10^{-6}$ of its value, and by $4\times10^{-5}$ at 400 K.

A calculation that underestimates the gap can break this condition. Lower the conduction edge and the gap by $0.6$ eV, keep the interfaces, and take $d=30$ nm. The zero-field barriers are then $0.05$ and $0.20$ eV. Without carriers the field is $0.051$ MV/cm at 3 nm from either interface. With carriers at 300 K it is $0.098$ MV/cm near A and $0.031$ MV/cm near B. The fall from A to B is the sign that (\ref{eq:bend}) gives for electrons. At a barrier of $2k_BT$ Boltzmann statistics overestimate the electron density by only about 5\%, so they are adequate here. One slope no longer describes the band. A gap correction added afterwards cannot repair such a cell, because the spurious electrons have already changed the potential.

\subsection{Comparison with real contacts}

The barriers are round values in the rough range of epitaxial nickel disilicide on silicon (111), where two orientations of the silicide give barriers that differ by a rough $0.1$ eV. The gap-state densities and the metal parameters are orders of magnitude, so the 14\% correction illustrates a size and is not a property of that contact. It is sensitive to the decay length. With $0.45$ nm in place of $0.3$ nm, and the same sheet densities and dipoles, $S$ becomes $-1.5$ nm and the field varies by 6\% over the middle third of the 6 nm cell. The slowest gap states of silicon along [111] decay in density over $0.5$ to $0.6$ nm at these energies, so the straightness of the band must be checked in each real cell. Real diodes break the assumption of zero dopant charge. For $10^{16}$ donors per $\mathrm{cm^3}$ the field of the 6 nm cell, more than 1 nm from the interfaces, changes by at most about $0.1\%$. At $d=100$ nm, however, (\ref{eq:bend}) gives a variation of about $0.015$ MV/cm, as large as $\Delta^0/(ed)$ itself. In thicker layers the doping controls the field profile.

Other neglected effects concern the reading of a barrier more than the electrostatic field. For a single contact at this field, the image force lowers the emission threshold by $0.059$ eV at B, where the band falls into the semiconductor. Confinement between hard walls puts the lowest electron level $0.12$ eV above the lowest band edge for the [111] mass $0.258\,m_e$, and $0.075$ eV above it for the longitudinal mass $0.92\,m_e$. The band edge should therefore be found from $u$ and the bulk constant $c$, not from the lowest level of the thin layer. A one-band estimate of the tunnelling probability between the metals is largest for light holes, about $3\times10^{-7}$ for a mass of $0.15\,m_e$. This underestimates the value for silicon along [111]. The Fermi level lies $0.3$ to $0.5$ eV above the valence edge, far beyond the spin-orbit splitting of $0.044$ eV, so light-hole and split-off states mix and the slowest decaying state has a mass near $0.10\,m_e$. This alone raises the probability by more than a factor of ten. Coupling to the conduction band across the direct gap of about $3.4$ eV adds a further factor of about two, which gives roughly $10^{-5}$. Tunnelling causes no net current at a common Fermi level. The field is close to the rough bulk breakdown value of $0.3$ MV/cm, but the whole drop is $0.171$ eV, or 15\% of the gap. A carrier starting from rest at a band edge cannot gain enough energy here to create an electron-hole pair. The program and its output give the remaining digits and inputs.

\section*{Table of computed values}
\begin{verbatim}
semiconductor thickness d = 6.0 nm, metal 2.0 nm
relative permittivity: semiconductor 11.7, metal 1.0
metal density of states = 20 /(eV nm^3)
gap states A, B = 3.0, 2.0 /(eV nm^2), decay 0.3 nm
neutral-level barrier = 0.70 eV, band gap = 1.12 eV
dipole sheet charge A, B = -1.410, 2.061 e/nm^2
zero-field barriers A, B = 0.6500, 0.8000 eV
zero-field barrier difference = 0.1500 eV
s_A = -0.4355 nm (metal 0.0740, semi -0.5095)
s_B = -0.3027 nm (metal 0.1207, semi -0.4234)
barriers in the A-B cell = 0.6376, 0.8086 eV
barrier difference in the A-B cell = 0.1710 eV
field from band slope = 0.02850 V/nm = 0.2850 MV/cm
field from charge on side A = 0.2850 MV/cm
field predicted with s_A, s_B = 0.2851 MV/cm
zero-field difference over e d = 0.2500 MV/cm
sheet charge on side A = 0.2953 uC/cm^2
field spread in middle third = 0.68 %
d =    6 nm: field 0.2850, delta0/(e d) 0.2500 MV/cm
d =   12 nm: field 0.1332, delta0/(e d) 0.1250 MV/cm
d =   24 nm: field 0.0645, delta0/(e d) 0.0625 MV/cm
thickness fit: delta0 = 0.1500 eV, s_A+s_B = -0.7376 nm
metal screening length = 0.0526 nm
no gap states: s = 0.6150 nm, delta0 = 0.5368 eV
no gap states: field 0.7424, formula 0.7425 MV/cm
mobile-charge case: d = 30 nm, edge and gap lowered 0.6 eV, 300 K
  without carriers, 3 nm from A, B: 0.0513, 0.0514 MV/cm
  with carriers, 3 nm from A, B: 0.0982, 0.0308 MV/cm
neglected effects in the worked cell:
  band densities at 300 K: 3e+19, 2e+19 cm^-3
  carriers, largest field change: 300 K 9.4e-07, 400 K 4.3e-05
  donors 1e+16 cm^-3, largest field change: 9.4e-04
  image lowering = 0.0592 eV at 1.039 nm
  electron masses 0.92, 0.19; along [111] 0.258 m_e
  hard-wall level above lowest edge, [111] mass: 0.1182 eV
  same with longitudinal mass: 0.0754 eV
  WKB transmission: electron 2.9e-12, light hole 3.1e-07
  light-hole mass used = 0.15 m_e
  potential drop / band gap = 0.153
  field / rough bulk breakdown field (0.3 MV/cm) = 0.95
\end{verbatim}
